Polar-Optical Boltzmann Transport as an Energy Ladder: Elimination, Rode Iteration, Cusps

**1. What fails without the ladder**

A relaxation time follows directly if scattering leaves the energy nearly unchanged, or if it sends electrons equally into all directions. Polar-optical scattering does neither: it favours forward angles, weakly near the band bottom and strongly at high energy, and it changes the energy by ħω, which can exceed the thermal energy. The electrons scattered into a state therefore come from energies where the response to the field can be quite different. In the example below, dropping in-scattering gives a mobility of 3050 cm²/(V s), and using the momentum-relaxation rate as an inverse lifetime gives 8080. The Boltzmann equation itself gives 5180. A coarse energy grid also blurs the sharp drops of the field-induced part of the distribution just above ħω and the next few multiples of it.

The remedy is to solve for the energies ε, ε+ħω, ε+2ħω, … together. They form a closed tridiagonal system.

**2. Model and linearized equation**

The band is parabolic with mass m, the electrons are nondegenerate, and the phonons are in equilibrium, dispersionless and unscreened. Scattering follows the golden rule, and the field is weak and uniform. Let 𝓕 be the force along z, θ the angle between k and z, and f0 ∝ exp(−E/k_BT). Write

f = f0 [1 + 𝓕 v cosθ τ(E)/(k_BT)].

The function τ(E) is unknown; no relaxation-time assumption is made. To first order in 𝓕, the steady-state drift term is

𝓕 v_z df0/dE = −𝓕 v_z f0/(k_BT).

It equals the collision term, Σ_k' [W(k'→k) f(k') − W(k→k') f(k)]. Detailed balance, W(k'→k) f0(k') = W(k→k') f0(k), turns the latter into

f0(k) (𝓕/k_BT) Σ_k' W(k→k') [v'_z τ' − v_z τ].

Cancel the common factor and reverse the sign:

v_z = Σ_k' W(k→k') [v_z τ − v'_z τ'].

Let χ be the angle between k and k', and u = cosχ. Averaging over the azimuth about k replaces v'_z by v' u cosθ. Division by v cosθ gives

1 = Γ(E) τ(E) − Σ_k' W(k→k') (v'/v) u τ(E'),

with Γ the total scattering rate. Since E' = E ± ħω, each equation contains three energies, or only two if E < ħω, where emission is impossible.

**3. The two angular integrals**

Let x = E/ħω, β = ħω/k_BT, N = 1/(e^β − 1), and let n_ph be N for absorption and N+1 for emission. With P = 1/κ∞ − 1/κs, where κ∞ and κs are the high-frequency and static dielectric constants, the Fröhlich coupling in volume V is

|M_q|² = e²ħωP/(2ε₀Vq²).

In the sum over k', k'²dk' = (mk'/ħ²)dE', and the delta function fixes E'. The rate for one process is

Γ_ph = n_ph [e²ωPmk'/(4πε₀ħ²)] ∫₋₁¹ du/(k² + k'² − 2kk'u).

The integral is Λ/(kk'), where Λ = ln[(k+k')/|k−k'|]. Insert k = √(2mħωx)/ħ and define

α = [e²/(4πε₀ħ)] √(m/(2ħω)) P.

Then Γ_ph = αω n_ph Λ/√x. Let s be the lower of the two energies, so the other is s+1. Because (√(s+1)+√s)(√(s+1)−√s) = 1,

Λ = 2 ln(√(s+1)+√s) = 2a(s), a(s) = arcsinh√s,

and Γ_ph = 2αω n_ph a(s)/√x. The natural rate unit is 2αω, and the unknown becomes t = 2αωτ.

In-scattering needs the mean of u. Write A = k²+k'² and B = 2kk'. Since u = [A − (A−Bu)]/B,

∫u du/(A−Bu) = (1/B)[A ∫du/(A−Bu) − 2].

Dividing by ∫du/(A−Bu) = 2Λ/B gives

⟨u⟩ = A/B − 1/Λ = (2s+1)/(2√(s(s+1))) − 1/(2a).

Multiply by the rate n_ph a/√x and by v'/v = √(x'/x) = √(s(s+1))/x. The result is n_ph J(s)/x^{3/2}, with

J(s) = ½[(2s+1)a(s) − √(s(s+1))].

Differentiation, with a' = 1/(2√(s(s+1))), gives J' = a. Since J(0) = 0, J is positive for s > 0.

**4. The ladder and its stability**

Let ε, now dimensionless, lie in [0,1), and let x_n = ε+n. Then

D_n t_n − U_n t_{n+1} − L_n t_{n−1} = 1,

D_n = [N a(x_n) + (N+1)a(x_n−1)]/√x_n,
U_n = N J(x_n)/x_n^{3/2},
L_n = (N+1)J(x_n−1)/x_n^{3/2}.

For n = 0 the emission terms are absent: L_0 = 0 and D_0 = N a(ε)/√ε. Different ε do not mix.

The row sum D−U−L is the momentum-relaxation rate. Absorption, with s = x, contributes

N[√(x(x+1)) − a(x)]/(2x^{3/2}),

which is positive because arcsinh√x ≤ √x. Emission, with s = x−1, contributes

(N+1)[√(x(x−1)) + a(x−1)]/(2x^{3/2}),

also positive above threshold. The finite matrix is therefore strictly diagonally dominant, and its solution is unique.

At large x the row sum tends to (2N+1)/(2√x). If t varies slowly over one rung, then t ≈ 2√x/(2N+1): fast electrons are deflected less. This suggests closing the ladder at rung M with t_{M+1} = t_M, which means subtracting U_M from D_M and then setting U_M = 0.

**5. Pseudocode**

Direct elimination, for each ε:

    build L[0..M], D[0..M], U[0..M]
    D[M] = D[M] - U[M];  U[M] = 0
    r[0] = U[0]/D[0];  p[0] = 1/D[0]
    for n = 1 to M:
        pivot = D[n] - L[n]*r[n-1]
        r[n] = U[n]/pivot
        p[n] = (1 + L[n]*p[n-1])/pivot
    t[M] = p[M]
    for n = M-1 down to 0:
        t[n] = p[n] + r[n]*t[n+1]

Diagonal dominance gives r_0 < 1. If r_{n−1} < 1, then pivot ≥ D_n − L_n > U_n, so r_n < 1 as well. No pivoting is needed, and the numerators and the back substitution add nonnegative terms, so t is positive.

Rode iteration uses the same arrays, with t[-1] and t[M+1] read as zero:

    t[n] = 1/D[n] for all n
    repeat until t or the mobility has settled:
        new[n] = (1 + U[n]*t[n+1] + L[n]*t[n-1])/D[n]
        t = new

With P_ε ladders, elimination costs a number of operations proportional to P_ε M. Rode iteration costs that times the number of sweeps. It is useful when in-scattering is available as a routine rather than as a matrix; for a single phonon energy, elimination is the simpler choice.

**6. What a Rode sweep means, and why it converges**

An electron starting with velocity v covers on average v/Γ before its first collision. It then enters k' with probability W(k→k')/Γ. If vτ^(j) is its mean displacement along the initial direction during j flights, then

vτ^(j+1) = [v + Σ_k' W(k→k') v' u τ'^(j)]/Γ.

This is the Rode step. The starting value 1/D describes one flight, and every sweep adds one more. Since U and L are nonnegative, the iterates rise towards the solution.

For the rate of convergence take ε > 0 and w_n = x_n^{3/2} exp(−βx_n). Since (N+1)e^{−β} = N,

w_n U_n = N exp(−βx_n) J(x_n) = w_{n+1} L_{n+1}.

The iteration matrix is thus self-adjoint in the inner product with weight wD. In that norm each sweep multiplies the error by at most the spectral radius ρ. Diagonal dominance gives ρ < 1 on a finite ladder.

High rungs show when convergence is slow. There U/D and L/D approach N/(2N+1) and (N+1)/(2N+1), each times J/(xa) ≈ 1 − 1/ln(4x). For slowly varying coefficients the spectral edge is twice the geometric mean of the two, about

[1 − 1/ln(4x)]/cosh(β/2).

It approaches 1 when the temperature is high and the ladder long, but only logarithmically in the length: at β = 0.1 and ε = 0.5, ρ is 0.79 for M = 40 and 0.88 for M = 1000. At low temperature the lowest rungs can make ρ much larger than this estimate. Elimination has no such slowdown.

**7. Kinks that are square-root cusps**

Consider a ladder with ε = δ → 0⁺. The emission rate on rung 1 switches on as

(N+1)a(δ)/√(1+δ) = (N+1)√δ + O(δ^{3/2}).

From J' = a it follows that J(δ) = (2/3)δ^{3/2} + …, so L_1 is only of order δ^{3/2}. The bottom-row functions a(δ)/√δ and J(δ)/δ^{3/2} are ordinary power series in δ, and the other coefficients are smooth. The sole √δ term in the matrix is therefore the diagonal one on rung 1.

Let G be the inverse ladder matrix at ε = 0. First-order perturbation gives

t(n+δ) = t(n) − c_n√δ + O(δ), c_n = (N+1) t(1) G_{n1}.

Elimination with a unit source on rung 1 shows that every G_{n1} is positive. One threshold thus produces a downward cusp at every rung, including x = 0. There the bottom row has D_0 = N and U_0 = 2N/3, so c_0 = (2/3)c_1.

Below an integer there is no square root. A ladder with ε = 1−δ has its lowest rung just under the threshold, and all its coefficients are smooth at δ = 0. Its limit coincides with rungs 1, 2, … of the ε = 0 ladder, because at ε = 0 rung 1 neither emits nor receives from rung 0. Hence t is continuous, with a finite slope below and an infinite one above. "Kink" is a loose name for this one-sided cusp.

The √δ term sits on one matrix element, so it can be kept beyond first order. With only that term retained, the row-1 perturbation is (N+1)√δ t(1+δ), and solving for t(1+δ) gives

t(1+δ) ≈ t(1)/(1 + √(δ/δ_c)), δ_c = [t(1)/c_1]².

The omitted terms are of order δ. The scale δ_c is where the bare square-root law has already failed.

**8. Mobility and the low-temperature limit**

The drift velocity is the average of v_z over f, which is 𝓕⟨v²τ⟩/(3k_BT). With v² = 2E/m, ⟨E⟩ = 3k_BT/2 and a density of states proportional to √E,

μ = (e/m)⟨τ⟩, ⟨τ⟩ = ∫x^{3/2}e^{−βx}τ dx / ∫x^{3/2}e^{−βx}dx.

The integral is split into ladders and summed over rungs. Substituting ε = σ², dε = 2σ dσ turns √ε into σ, so Gauss–Legendre nodes in σ meet no cusp.

For β ≫ 1 most electrons have ε ~ 1/β and wait for a rare absorption, so t_0 is of order 1/N. On rung 1 the source 1 and the absorption terms are negligible against in-scattering from t_0:

t_1/t_0 = J(ε)/[(1+ε)a(ε)] = (2/3)ε + O(ε²).

Rung 0, with a(ε)/√ε = 1 − ε/6 + …, becomes

N t_0 [1 − ε/6 − (2/3)(2/3)ε] = 1,

so N t_0 = 1 + (11/18)ε + O(ε²) for ε of order 1/β. Neglecting the source on rung 1 requires ε^{3/2} ≫ N; the range of ε where this fails is exponentially small in β and does not affect the powers of 1/β in the thermal average. The thermal weight gives ⟨ε⟩ = 5/(2β), and therefore

N⟨t⟩ = 1 + 55/(36β) + O(1/β²).

The leading mobility is e/(2mαωN). A numerical extrapolation gives the coefficient 1.5276, against 55/36 = 1.5278.

**9. Worked example**

Round model parameters are m = 0.1 electron masses, ħω = 40 meV, κ∞ = 10, κs = 12 and T = 300 K. They give β = 1.547, N = 0.270, α = 0.097 and a time unit 1/(2αω) = 84.6 fs.

On the ladder ε = 0.5 the bottom row has D_0 = 0.2518 and U_0 = 0.1724, and the rung above has t_1 = 2.436. Hence

t_0 = (1 + 0.1724 × 2.436)/0.2518 = 5.64.

The momentum-relaxation approximation would use 1/(0.2518 − 0.1724) = 12.6. It replaces t_1 by the much larger t_0 in the in-scattering term, and so overestimates the response at this energy.

At x = 1.5 the Rode values after 1, 2, 5 and 10 flights are 1.098, 1.948, 2.378 and 2.434; elimination gives 2.436. A Monte Carlo walk with sampled scattering angles gives 2.426 ± 0.020 after 40 flights. For this 41-rung ladder ρ = 0.599. The high-rung estimate at x = 40 is 0.80 × 0.76 = 0.61. The mobility is within 0.1 percent of its final value after 10 flights.

The thermal mean is ⟨t⟩ = 3.483, so ⟨τ⟩ = 3.483 × 84.64 fs = 295 fs and

μ = (1.7588 × 10¹² C/kg)(2.9478 × 10⁻¹³ s) = 0.518 m²/(V s) = 5180 cm²/(V s).

The walk gives 5215 ± 38 cm²/(V s). Relative to the full result, the one-flight value is 41 percent low and the momentum-relaxation value 56 percent high. The leading low-temperature value 1/N = 3.70 lies near 3.48, but its first correction is 55/(36 × 1.547) = 0.99, so the expansion does not apply here.

The field-induced part of f is proportional to g(x) = √x e^{−βx} t(x). At x = 0.95, 1.00 and 1.05 it is 1.41, 1.36 and 0.55. Meanwhile t falls from 6.37 at x = 1 to 2.72 at x = 1.05: electrons just above threshold can emit as well as absorb, which raises the total rate D from 0.24 to 0.51 in units of 2αω, while in-scattering from the bottom rung is still weak. At x = 2, t falls from 3.12 to 2.07 over the same interval, although no new process opens there. The drop is inherited from rung 1.

The amplitudes c_0 to c_4 are 28.4, 42.7, 12.4, 5.1 and 2.4, and the first two have the ratio 2/3. The scale is δ_c = (6.372/42.66)² = 0.022, or 0.9 meV. At δ = 0.05 the bare square-root law would make t negative, whereas the formula with δ_c gives 6.37/(1 + 1.50) = 2.55, within 7 percent of the computed 2.72.

**10. Checks and failure modes**

The matrix elements were tested against angular quadrature of the golden rule, elimination against a dense solver, and the cusp amplitudes against differences of the solution. The Monte Carlo comparison tests the angular in-scattering and the ladder, but shares the total rates.

Numerical points to watch:

- **Small s.** J is of order s^{3/2}, but its two terms are of order √s, so the relative rounding error grows as 1/s. Below s = 10⁻³ use J/s^{3/2} = 2/3 − s/15 + 3s²/140, obtained by integrating the series of a.
- **ε = 0.** Insert the limits D_0 = N and U_0 = 2N/3 instead of dividing by zero.
- **Short ladders.** With the top rung at M = 4, 8 and 12, and the denominator of ⟨τ⟩ kept at its full value Γ(5/2)/β^{5/2}, the mobility is low by 0.7 percent, 4 × 10⁻⁵ and 2 × 10⁻⁷, relative to M = 40, mostly because the numerator lacks the thermal tail. If the denominator is cut at the same rung, the errors are +0.2 percent, −2 × 10⁻⁶ and −4 × 10⁻⁸. The thermal tail left out scales as e^{−β(M+1)} times a power of M, so M must grow as β falls.
- **Unmatched grids.** If the spacing does not divide ħω, in-scattering needs interpolation, which near an integer x crosses a cusp.

Physical limits:

- **Other scattering.** Elastic processes add their momentum-relaxation rate to D_n and leave the system tridiagonal. A second phonon energy adds steps of a different size. If the two phonon energies have a rational ratio, the coupled energies still lie on one evenly spaced ladder, but the system is no longer tridiagonal; otherwise no such ladder contains them all. Phonon dispersion couples a continuum.
- **Degenerate electrons.** Pauli factors change the coefficients, and screening changes the coupling. The formulas above then no longer hold.
- **Level width.** At x = 1 the absorption rate is N a(1) = 0.270 × 0.881 = 0.238 in units of 2αω. The width ħΓ is then 0.194 × 0.238 = 0.046 of ħω, about twice δ_c. The innermost square root is therefore a property of the golden-rule equation, finer than that equation can be trusted to resolve. The fall from t = 6.37 at x = 1 to 2.72 at x = 1.05 spans about one such width, and only half of the width at x = 1.05, where emission has raised it to 0.10 of ħω. The detailed shape of the fall therefore shares this limit. Above the threshold, emission broadens the level further: at x = 1.25 the total rate is 0.78 in units of 2αω, and the width is 0.15 of ħω. The contrast between t = 6.01 at x = 0.75 and 2.20 at x = 1.25 thus compares energies about three of these larger widths apart.

Computed results

```
mass 0.1 m_e; phonon energy 40.0 meV; T 300.0 K
dielectric constants: high-frequency 10.0, static 12.0
beta = 1.5473; phonon occupation N = 0.2704; alpha = 0.0972
rate unit 2*alpha*omega = 1.1814e+13 1/s; time unit 84.64 fs
ladder eps=0.5: x, lower, diag, upper, t (dimensionless)
  0.5 0.00000 0.25178 0.17242 5.63968
  1.5 0.15591 0.91077 0.16118 2.43559
  2.5 0.35197 1.04079 0.15306 2.10309
  3.5 0.43416 1.04136 0.14671 2.16652
spectral radius of Rode step, eps=0.5, 41 rungs: 0.5991
t(1.5): flights, Rode, Monte Carlo, standard error
   1 1.0980 1.0980 0.0000
   2 1.9479 1.9447 0.0025
   3 2.1673 2.1648 0.0034
   5 2.3784 2.3807 0.0055
  10 2.4344 2.4460 0.0093
  40 2.4356 2.4262 0.0202
mobility after Rode flights, cm^2/(V s):
  1: 3053.0; 2: 4110.4; 3: 4702.1; 5: 5069.8; 10: 5180.9; 20: 5184.6
flights for mobility within 0.1 percent: 10
mean t = 3.48257; mean tau = 294.78 fs
mobility by elimination = 5184.6 cm^2/(V s) = 0.51846 m^2/(V s)
mobility by Monte Carlo = 5215 +- 38 cm^2/(V s)
mobility, momentum-relaxation time = 8084.1 cm^2/(V s)
relative mobility error by top rung: 4: -6.8e-03; 8: -4.1e-05; 12: -1.7e-07; 20: -1.9e-12
distribution: x, t, g (dimensionless)
  0.25 5.3319 1.81076
  0.50 5.6397 1.83973
  0.75 6.0061 1.62983
  0.95 6.2996 1.41189
  1.00 6.3719 1.35613
  1.05 2.7167 0.54836
  1.25 2.2004 0.35563
  1.50 2.4356 0.29288
  1.95 3.0492 0.20838
  2.00 3.1180 0.19973
  2.05 2.0675 0.12410
  2.50 2.1031 0.06949
  3.00 2.4990 0.04173
  3.05 2.0756 0.03234
cusps: n, t(n), c_n formula, c_n from differences, slope of t below n
  0 7.94658 28.43704 28.43460 none
  1 6.37194 42.65556 42.65190 1.4424
  2 3.11803 12.44995 12.44886 1.3726
  3 2.49895 5.12353 5.12308 0.8339
  4 2.42986 2.44680 2.44658 0.5580
secant slopes of g over 1e-4 in x: n, below, above
  1 -1.1133 -851.8141
  2 -0.1712 -74.9068
  3 -0.0437 -8.0606
low-T coefficient: numerical 1.52763, 55/36 = 1.52778
```
